# Is a trap's small-signal response time its inverse capture rate?: verification in Python

```python
"""
Result under test: a trap level that exchanges electrons with one band relaxes,
at fixed surface potential, with time tau = 1/(c n + e) = f0/(c n).
At the Fermi energy f0 = 1/2, so tau = 1/(2 c n), half the inverse capture rate.

c  capture coefficient          n  electron density at the surface
e  emission rate                f0 equilibrium occupancy of the level
offset = (trap level - Fermi energy)/kT
Tests use the time unit 1/(c n); the example is then converted to real units.
"""
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import expm
from scipy.optimize import brentq, minimize_scalar

# Example parameters: rough typical values for an n-type silicon MOS capacitor
temperature = 300.0            # K
doping = 1e16                  # cm^-3
band_bending = 0.25            # V, depletion
cross_section = 1e-15          # cm^2
thermal_speed = 1e7            # cm/s
trap_density = 1e10            # cm^-2
oxide_nm = 10.0
eps_si, eps_ox = 11.7, 3.9     # relative permittivities
band_states = 2.8e19           # cm^-3, effective density of states
intrinsic = 1e10               # cm^-3
fluctuation_mV = 40.0          # standard deviation of surface potential

q = const.e
thermal_volt = const.k * temperature / q
eps0_cm = const.epsilon_0 / 100.0          # F/cm
n_surface = doping * math.exp(-band_bending / thermal_volt)
c_capture = cross_section * thermal_speed
capture_rate = c_capture * n_surface
capture_time_us = 1e6 / capture_rate


def occupancy(offset):
    return 1.0 / (1.0 + math.exp(offset))


def peak_position(loss, low=0.3, high=30.0):
    """Position of the maximum of loss(omega), searched in log(omega)."""
    found = minimize_scalar(lambda s: -loss(math.exp(s)), method="bounded",
                            bounds=(math.log(low), math.log(high)),
                            options={"xatol": 1e-5})
    return math.exp(found.x)


# Detailed balance from a sum over band states, with energy-dependent capture
def emission_over_capture(fermi, level):
    """Energies in kT from the band edge; upward hops carry a Boltzmann factor."""
    def strength(x):
        return math.sqrt(x) / (1.0 + x)
    capture = quad(lambda x: strength(x) / (1 + math.exp(x - fermi)),
                   0, 60, epsabs=0, limit=200)[0]
    emission = quad(lambda x: strength(x) * math.exp(level - x)
                    / (1 + math.exp(fermi - x)), 0, 60, epsabs=0, limit=200)[0]
    return emission / capture


fermi_surface = math.log(n_surface / band_states)
for fermi in (fermi_surface, -1.0):
    for offset in (0.0, -2.0):
        f0 = occupancy(offset)
        ratio = emission_over_capture(fermi, fermi + offset)
        assert abs(ratio / ((1 - f0) / f0) - 1) < 1e-6
balance_at_fermi = emission_over_capture(fermi_surface, fermi_surface)


# Nonlinear rate equation under a sinusoidal surface potential
def driven_response(omega, offset=0.0, amplitude_mV=1.0, freeze_emission=False):
    """Complex occupancy amplitude divided by drive amplitude in kT/q."""
    drive = amplitude_mV * 1e-3 / thermal_volt
    f0, emission = occupancy(offset), math.exp(offset)

    def rate(t, y):
        density = math.exp(drive * math.sin(omega * t))
        emitting = f0 if freeze_emission else y[0]
        return [density * (1 - y[0]) - emission * emitting]

    period = 2 * math.pi / omega
    start = (math.ceil(20 / period) + 1) * period
    times = start + period * np.arange(64) / 64
    run = solve_ivp(rate, (0, start + period), [f0], method="DOP853",
                    t_eval=times, rtol=1e-10, atol=1e-12, max_step=period / 8)
    assert run.success
    return 2j * np.mean(run.y[0] * np.exp(-1j * omega * times)) / drive


level_times = {}
for offset in (-2.0, 0.0, 2.0):
    f0 = occupancy(offset)
    for omega in (0.7, 3.0):
        expected = f0 * (1 - f0) / (1 + 1j * omega * f0)
        # finite 1 mV drive leaves corrections of order (drive)^2
        assert abs(driven_response(omega, offset) / expected - 1) < 2e-3
    peak = peak_position(lambda w: -driven_response(w, offset).imag)
    assert abs(peak * f0 - 1) < 3e-3
    level_times[offset] = 1 / peak
peak_fermi = 1 / level_times[0.0]

# Control: emission flux held constant, so only capture restores equilibrium
peak_frozen = peak_position(
    lambda w: -driven_response(w, freeze_emission=True).imag)
assert abs(peak_frozen - 1) < 3e-3
peak_25mV = peak_position(lambda w: -driven_response(w, amplitude_mV=25.0).imag)

# Random switching of many traps, all empty at the start
rng = np.random.default_rng(7)
number = 400000
observation = 0.5
filled = np.zeros(number, dtype=bool)
clock = rng.exponential(1.0, number)
mean_wait = clock.mean()
active = clock < observation
while active.any():
    filled[active] = ~filled[active]
    switch_rate = np.where(filled[active], balance_at_fermi, 1.0)
    clock[active] += rng.exponential(1.0, active.sum()) / switch_rate
    active = clock < observation
deviation_left = 1 - filled.mean() / 0.5
assert abs(deviation_left - math.exp(-1)) < 0.007   # over four standard errors


# Microstates: every empty-filled pair has equal forward and backward rates at EF
def degenerate_time(empty, full):
    size = empty + full
    matrix = np.zeros((size, size))
    matrix[:empty, empty:] = 1.0 / full
    matrix[empty:, :empty] = 1.0 / full
    matrix -= np.diag(matrix.sum(axis=0))
    initial = np.zeros(size)
    initial[:empty] = 1.0 / empty
    final = (expm(60 * matrix) @ initial)[empty:].sum()
    later = (expm(0.7 * matrix) @ initial)[empty:].sum()
    return -0.7 / math.log(1 - later / final), final


spin_times = {}
for states in ((1, 1), (1, 2), (2, 1)):
    time_value, final_occupancy = degenerate_time(*states)
    assert abs(time_value - final_occupancy) < 1e-8
    assert abs(final_occupancy - states[1] / sum(states)) < 1e-8
    spin_times[states] = time_value


# Continuum of levels, uniform in energy: sum of single-level losses
def continuum_loss(omega):
    def part(y):
        f0 = occupancy(y)
        return f0 * (1 - f0) * omega * f0 / (1 + (omega * f0) ** 2)
    return quad(part, -40, 40, points=[0], epsabs=1e-11, limit=200)[0]


for omega in (0.3, 2.0, 10.0):
    closed = math.log(1 + omega**2) / (2 * omega)
    assert abs(continuum_loss(omega) / closed - 1) < 1e-7
continuum_peak = peak_position(continuum_loss)
root = brentq(lambda x: math.log(1 + x*x) - 2*x*x / (1 + x*x), 1, 4)
assert abs(continuum_peak - root) < 1e-3
mean_time = quad(lambda y: occupancy(y)**2 * (1 - occupancy(y)),
                 -40, 40, points=[0])[0]
assert abs(mean_time - 0.5) < 1e-7

# Gaussian fluctuations u of the surface potential, in kT/q
sigma = fluctuation_mV * 1e-3 / thermal_volt
u = np.linspace(-6 * sigma, 6 * sigma, 1201)
weight = np.exp(-u**2 / (2 * sigma**2))
weight /= weight.sum()


def single_fluctuating(omega):
    f0 = 1 / (1 + np.exp(-u))
    tau = f0 * np.exp(-u)
    return np.sum(weight * f0 * (1-f0) * omega*tau / (1 + (omega*tau)**2))


def continuum_fluctuating(omega):
    x = omega * np.exp(-u)
    return np.sum(weight * np.log1p(x**2) / (2 * x))


single_fluct_peak = peak_position(single_fluctuating)
continuum_fluct_peak = peak_position(continuum_fluctuating)

# Feedback through the surface potential at fixed gate voltage
cap_ox = eps_ox * eps0_cm / (oxide_nm * 1e-7)
width_cm = math.sqrt(2 * eps_si * eps0_cm * band_bending / (q * doping))
cap_dep = eps_si * eps0_cm / width_cm
cap_trap = q * trap_density / (4 * thermal_volt)
feedback = cap_trap / (cap_ox + cap_dep)
volt_per_occupancy = q * trap_density / (cap_ox + cap_dep)


def gate_rate(t, y):
    density = math.exp(-volt_per_occupancy * (y[0] - 0.5) / thermal_volt)
    return [density * (1 - y[0]) - y[0]]


run = solve_ivp(gate_rate, (0, 0.5), [0.5001], rtol=1e-11, atol=1e-14)
gate_relaxation = -math.log((run.y[0, -1] - 0.5) / 1e-4) / 0.5
assert abs(gate_relaxation / (2 * (1 + feedback)) - 1) < 1e-3


def terminal_loss(omega):
    inner = 1j * omega * (cap_dep + cap_trap / (1 + 0.5j * omega))
    total = 1 / (1 / (1j * omega * cap_ox) + 1 / inner)
    return total.real / omega / cap_trap


terminal_peak = peak_position(terminal_loss)
assert abs(terminal_peak / gate_relaxation - 1) < 1e-3

# Remaining sizes
hole_fraction = (intrinsic / n_surface) ** 2
field_si = 2 * band_bending / width_cm / 1e6
field_ox = field_si * eps_si / eps_ox
n_warm = doping * math.exp(-band_bending * q / (const.k * (temperature + 10)))
peak_hz = peak_fermi * capture_rate / (2 * math.pi)
c_wrong = 2 * math.pi * peak_hz / n_surface

print(f"Temperature: {temperature:.0f} K; kT/q: {thermal_volt*1e3:.2f} mV")
print(f"Doping: {doping:.1e} cm^-3; band bending: {band_bending:.2f} V")
print(f"Cross-section: {cross_section:.1e} cm^2")
print(f"Thermal speed: {thermal_speed:.1e} cm/s")
print(f"Trap density: {trap_density:.1e} cm^-2; oxide: {oxide_nm:.0f} nm")
print(f"Relative permittivity: Si {eps_si}, oxide {eps_ox}")
print(f"Surface electron density n: {n_surface:.3e} cm^-3")
print(f"Depth of Fermi level below band: {-fermi_surface*thermal_volt:.3f} eV")
print(f"Capture coefficient c: {c_capture:.2e} cm^3/s")
print(f"Capture rate c n: {capture_rate:.3e} 1/s")
print(f"Inverse capture rate 1/(c n): {capture_time_us:.1f} us")
print(f"Response time 1/(2 c n): {capture_time_us/2:.1f} us")
print(f"Emission/capture rate at EF, quadrature: {balance_at_fermi:.6f}")
for offset, value in level_times.items():
    print(f"Level at EF{offset:+.0f}kT: f0 {occupancy(offset):.4f}, "
          f"simulated time {value*capture_time_us:.1f} us")
print(f"Simulated loss peak at EF: {peak_fermi:.3f} c n = {peak_hz:.0f} Hz")
print(f"Peak with emission flux frozen: {peak_frozen:.3f} c n")
print(f"c if peak is read as c n: {c_wrong:.2e} cm^3/s")
print(f"c if peak is read as 2 c n: {c_wrong/2:.2e} cm^3/s")
print(f"Random traps: number {number}, mean wait {mean_wait:.3f}/(c n)")
print(f"Deviation left after 1/(2 c n): {deviation_left:.3f}")
print(f"exp(-1): {math.exp(-1):.3f}; exp(-1/2): {math.exp(-0.5):.3f}")
print(f"Time, 1 empty + 2 filled states: {spin_times[(1,2)]:.4f}/(c n)")
print(f"Time, 2 empty + 1 filled states: {spin_times[(2,1)]:.4f}/(c n)")
print(f"Continuum peak: {continuum_peak:.4f} c n")
print(f"Continuum peak height: {continuum_loss(continuum_peak):.4f} q^2 D")
print(f"Continuum weighted mean time: {mean_time:.4f}/(c n)")
print(f"Surface-potential fluctuation: {fluctuation_mV:.0f} mV")
print(f"Single-level peak with fluctuation: {single_fluct_peak:.3f} c n")
print(f"Continuum peak with fluctuation: {continuum_fluct_peak:.3f} c n")
print(f"Single-level peak at 25 mV amplitude: {peak_25mV:.3f} c n")
print(f"Oxide capacitance: {cap_ox*1e9:.1f} nF/cm^2")
print(f"Depletion width: {width_cm*1e7:.0f} nm")
print(f"Depletion capacitance: {cap_dep*1e9:.1f} nF/cm^2")
print(f"Trap capacitance: {cap_trap*1e9:.2f} nF/cm^2")
print(f"Rate increase by gate feedback: {feedback*100:.2f} %")
print(f"Raw terminal loss peak: {terminal_peak:.3f} c n")
print(f"Intrinsic density: {intrinsic:.1e} cm^-3")
print(f"Rate increase by holes, equal c: {hole_fraction*100:.4f} %")
print(f"Band density of states: {band_states:.1e} cm^-3")
print(f"Band filling n/Nc at surface: {n_surface/band_states:.1e}")
print(f"Response time at 310 K, same bending and c: "
      f"{5e5/(c_capture*n_warm):.1f} us")
print(f"Surface field: {field_si:.3f} MV/cm; oxide: {field_ox:.3f} MV/cm")
print("OK")
```

It prints:

```
Temperature: 300 K; kT/q: 25.85 mV
Doping: 1.0e+16 cm^-3; band bending: 0.25 V
Cross-section: 1.0e-15 cm^2
Thermal speed: 1.0e+07 cm/s
Trap density: 1.0e+10 cm^-2; oxide: 10 nm
Relative permittivity: Si 11.7, oxide 3.9
Surface electron density n: 6.312e+11 cm^-3
Depth of Fermi level below band: 0.455 eV
Capture coefficient c: 1.00e-08 cm^3/s
Capture rate c n: 6.312e+03 1/s
Inverse capture rate 1/(c n): 158.4 us
Response time 1/(2 c n): 79.2 us
Emission/capture rate at EF, quadrature: 1.000000
Level at EF-2kT: f0 0.8808, simulated time 139.5 us
Level at EF+0kT: f0 0.5000, simulated time 79.2 us
Level at EF+2kT: f0 0.1192, simulated time 18.9 us
Simulated loss peak at EF: 2.000 c n = 2009 Hz
Peak with emission flux frozen: 1.000 c n
c if peak is read as c n: 2.00e-08 cm^3/s
c if peak is read as 2 c n: 1.00e-08 cm^3/s
Random traps: number 400000, mean wait 0.999/(c n)
Deviation left after 1/(2 c n): 0.366
exp(-1): 0.368; exp(-1/2): 0.607
Time, 1 empty + 2 filled states: 0.6667/(c n)
Time, 2 empty + 1 filled states: 0.3333/(c n)
Continuum peak: 1.9803 c n
Continuum peak height: 0.4024 q^2 D
Continuum weighted mean time: 0.5000/(c n)
Surface-potential fluctuation: 40 mV
Single-level peak with fluctuation: 2.076 c n
Continuum peak with fluctuation: 2.349 c n
Single-level peak at 25 mV amplitude: 2.113 c n
Oxide capacitance: 345.3 nF/cm^2
Depletion width: 180 nm
Depletion capacitance: 57.6 nF/cm^2
Trap capacitance: 15.49 nF/cm^2
Rate increase by gate feedback: 3.85 %
Raw terminal loss peak: 2.077 c n
Intrinsic density: 1.0e+10 cm^-3
Rate increase by holes, equal c: 0.0251 %
Band density of states: 2.8e+19 cm^-3
Band filling n/Nc at surface: 2.3e-08
Response time at 310 K, same bending and c: 58.0 us
Surface field: 0.028 MV/cm; oxide: 0.083 MV/cm
OK
```
